# Thermal Spin Polarization of Trapped Electrons at 9.5 GHz

A charge-trap memory stores information as electrons held at defects in a thin insulating film. A trap holding one unpaired electron carries a spin, and electron spin resonance can in principle detect it: a magnetic field splits the two spin states, and microwaves of the right frequency drive transitions between them. Yet a film with 3 × 10¹² such spins responds at room temperature as though nearly all of them were absent. The microwaves lift spins from the lower level, but they also bring spins down from the upper one, and the two levels are almost equally full. How unequal are they at 9.5 GHz and 300 K?

## The estimate

Two energies compete. The microwave quantum, which at resonance equals the level splitting, is \(h\nu=39.29\) μeV. The thermal energy is \(kT=25.85\) meV. Their ratio is

\[
x=\frac{h\nu}{kT}=1.52\times10^{-3}.
\]

The levels lie at \(\pm h\nu/2\) about their mean, so their Boltzmann weights are nearly \(1\mp x/2\). Division by the sum of the weights, which is 2, gives populations \(\tfrac12(1\mp x/2)\). The lower level therefore exceeds the upper by a fraction \(x/2\) of all the spins:

\[
P\approx\frac{h\nu}{2kT}=7.6\times10^{-4},
\]

or about 0.08 percent. Of a million spins, some 760 are left over when each spin in the upper level is paired off against one in the lower.

The definition matters here. \(P\) is the population difference divided by the total population. Divided by the population of one level alone, the difference would be about \(x\), or 0.15 percent.

## The polarization without the linear approximation

Take one electron of spin 1/2 in a static field \(B\) along \(z\), in equilibrium with its surroundings and uncoupled from other spins. In Gaussian units, with \(e>0\), the Bohr magneton is \(\mu_B=e\hbar/2mc\). The electron's moment is opposite to its spin, \(\boldsymbol\mu=-g\mu_B\mathbf S\), where \(\mathbf S\) is measured in units of \(\hbar\). Hence

\[
H=-\boldsymbol\mu\cdot\mathbf B=g\mu_BBS_z .
\]

The values \(S_z=\pm\tfrac12\) give energies \(\pm g\mu_BB/2\), and the lower level has its spin antiparallel to the field. Resonance requires

\[
g\mu_BB=h\nu .
\]

For the free-electron value \(g=2.0023\) this gives \(B=3390\) G, or 0.339 T. With the frequency held fixed, a different \(g\) moves the resonance field but leaves the splitting \(h\nu\), and so the polarization, unchanged. At fixed field the splitting would instead be proportional to \(g\).

The Boltzmann weights of the lower and upper levels are \(e^{x/2}\) and \(e^{-x/2}\), so that

\[
P=\frac{N_{\rm low}-N_{\rm up}}{N_{\rm low}+N_{\rm up}}
=\frac{e^{x/2}-e^{-x/2}}{e^{x/2}+e^{-x/2}}
=\tanh\frac{h\nu}{2kT}.
\]

For small \(y=x/2\), \(\tanh y\approx y-y^3/3\), and therefore \(y/\tanh y\approx1+y^2/3\). The linear estimate is too large by \(x^2/12\) relative to \(P\), here \(1.9\times10^{-7}\).

The formula gives \(P=0.0760\) percent, with 50.038 percent of the spins in the lower level and 49.962 percent in the upper. Rounding to 0.08 percent raises the value by about 5 percent, far more than the linear approximation does.

In the opposite limit, \(kT\ll h\nu\), multiply numerator and denominator by \(e^{-x/2}\):

\[
P=\frac{1-e^{-x}}{1+e^{-x}}\approx1-2e^{-x}.
\]

Nearly all spins then occupy the lower level. The temperature that separates the regimes is \(h\nu/k=0.456\) K, and room temperature lies far above it. Cooling to 77 K at the same frequency gives 0.296 percent, and 4.2 K gives 5.42 percent. A polarization of 10 percent needs 2.27 K. If the temperature stays at 300 K and the frequency rises to 94 GHz, with the field raised to keep resonance, \(P\) becomes 0.752 percent.

## Why the small difference limits the signal

Let a microwave pulse act on one spin, and neglect relaxation while it lasts. The evolution is a unitary \(2\times2\) matrix \(V\). Its first column and its first row are both normalized:

\[
|V_{11}|^2+|V_{21}|^2=1,\qquad
|V_{11}|^2+|V_{12}|^2=1 .
\]

Subtraction gives \(|V_{21}|^2=|V_{12}|^2\). The probability \(p\) of going up from the lower level thus equals that of coming down from the upper one. Each upward transition takes \(h\nu\) from the field and each downward transition returns it. For a thermal initial state the mean energy absorbed per spin is

\[
\Delta E=h\nu\,p\,\frac{N_{\rm low}-N_{\rm up}}{N}=h\nu\,p\,P .
\]

A strong transition probability does not remove the factor \(P\). Absorption and stimulated emission nearly cancel, and the population difference is what remains.

### Continuous microwaves and saturation

In a conventional measurement the microwaves stay on while relaxation restores equilibrium. Let \(B_1\) be the amplitude of the field component that rotates with the spins; a linearly oscillating field of amplitude \(2B_1\) contains one such component. Define \(\gamma=g\mu_B/\hbar\) and \(\omega_1=\gamma B_1\). In the frame rotating at the resonance frequency, the static field drops out and \(B_1\) stands still, say along \(x\). It turns the polarization in the \(yz\) plane at the rate \(\omega_1\).

Let \(p_z\) be the population difference per spin, with thermal value \(P\), and let \(p_y\) be the transverse component, with the direction of \(y\) chosen so that \(p_y\) is positive. With relaxation times \(T_1\) for \(p_z\) and \(T_2\) for \(p_y\), the Bloch equations on resonance are

\[
\dot p_y=\omega_1p_z-\frac{p_y}{T_2},\qquad
\dot p_z=-\omega_1p_y-\frac{p_z-P}{T_1}.
\]

In the steady state the first gives \(p_y=\omega_1T_2p_z\). Inserted in the second, this yields

\[
0=-\omega_1^2T_2p_z-\frac{p_z-P}{T_1}
\quad\Longrightarrow\quad
p_z=\frac{P}{1+s},\qquad s=\omega_1^2T_1T_2 .
\]

To read this as a transition rate, suppose each spin is driven up or down at rate \(W\). Every upward transition lowers \(N_{\rm low}-N_{\rm up}\) by two, so the drive contributes \(-2Wp_z\) to \(\dot p_z\). Comparison with \(-\omega_1^2T_2p_z\) gives

\[
W=\tfrac12\gamma^2B_1^2T_2,\qquad s=2WT_1 .
\]

The mean energy per spin is \(-h\nu p_z/2\). Its rate of change due to the drive is \(h\nu Wp_z\), and the power absorbed by \(N\) spins is

\[
\mathcal P_{\rm net}=N h\nu\,W\,\frac{P}{1+2WT_1}.
\]

For weak driving the power grows with \(W\). For strong driving it approaches \(Nh\nu P/(2T_1)\), because relaxation can restore the difference only at a finite rate. More microwave power cannot raise the population contrast above \(P\); it lowers it.

## A nitride film and a single cell

Consider a film 6 nm thick with \(5\times10^{18}\) unpaired electrons per cm³. One square centimetre contains

\[
N=(5\times10^{18}\ {\rm cm^{-3}})(6\times10^{-7}\ {\rm cm})(1\ {\rm cm^2})
=3\times10^{12}
\]

spins. The thermal excess is \(NP=2.28\times10^9\).

Take round values \(T_1=20\) μs, \(T_2=0.1\) μs and \(B_1=0.01\) G. They give \(W=1550\) s⁻¹ and

\[
s=2(1550\ {\rm s^{-1}})(20\times10^{-6}\ {\rm s})=0.062 .
\]

The driven polarization is \(0.0760/1.062=0.0716\) percent, a loss of 5.8 percent relative to equilibrium.

Upward transitions alone start from about half the spins. They take up

\[
\tfrac12(3\times10^{12})(1550\ {\rm s^{-1}})(39.29\ \mu{\rm eV})
\approx9.1\times10^{10}\ {\rm eV/s},
\]

which is 14.6 nW. Downward transitions return nearly all of it. The net fraction is the difference \(p_z\) divided by the lower population \((1+p_z)/2\):

\[
\frac{\mathcal P_{\rm net}}{\mathcal P_{\rm up}}
=\frac{2p_z}{1+p_z}\approx2(7.16\times10^{-4})=0.143\ \text{percent},
\]

leaving 20.9 pW.

This power assumes that all the spins share one resonance line, whose half-width at low microwave power is \(1/(\gamma T_2)=0.57\) G. If local differences spread the resonances over a wider range, many spins are off resonance at any one field setting. Their \(W\) is smaller, and since \(W/(1+2WT_1)\) increases with \(W\), they absorb less. For the stated relaxation times and \(B_1\), 20.9 pW is then an upper estimate, and a broad line falls well short of it: a Gaussian spread of resonance fields 13 G wide between its points of steepest slope gives about 2 pW.

A cell of 30 nm × 30 nm in the same film contains 27 spins on average. Its mean excess is \(27P=0.0205\), about one fiftieth of a spin. This is an average over many observations, since in any one of them the difference is an integer.

The scatter can be found by assigning \(+1\) to a spin in the lower level and \(-1\) to one in the upper. Each value has mean \(P\) and mean square 1, hence variance \(1-P^2\). For \(N\) independent spins the means and the variances add, so

\[
\frac{\text{mean}}{\text{standard deviation}}
=\frac{NP}{\sqrt{N(1-P^2)}}
=\sqrt N\,\sinh\frac{x}{2},
\]

where the last step uses \(\tanh y/\sqrt{1-\tanh^2y}=\sinh y\). For the 27 spins the standard deviation is 5.20, against a mean of 0.0205. The two become equal at \(N=1/\sinh^2(x/2)=1.73\times10^6\) spins. This compares the thermal excess with the scatter of a single snapshot. It is not a detection limit: averaging over independent snapshots reduces the scatter, while a real spectrometer adds noise of its own.

## When trapped electrons have no spin signal

The formula for \(P\) applies to unpaired electrons. A trap that can hold two electrons in a spin singlet needs a further factor. Let the first electron have energy \(\varepsilon\), let two electrons cost an additional energy \(U\), and let \(\mu\) be the chemical potential. For an average of one electron per trap, the empty and doubly occupied states must have equal weight. The latter has \(2(\varepsilon-\mu)+U=0\), so \(\varepsilon-\mu=-U/2\). The statistical weights are then

- empty: 1;
- one electron, both spin states together: \(2e^{U/2kT}\cosh(x/2)\);
- two electrons: 1.

The singly occupied fraction is

\[
f_1=\frac{2e^{U/2kT}\cosh(x/2)}{2+2e^{U/2kT}\cosh(x/2)}
=\frac{1}{1+e^{-U/2kT}/\cosh(x/2)} .
\]

Within this fraction the two spin states still have the weight ratio \(e^{x}\), so the polarization per trap is \(f_1P\). For \(U=0.2\) eV at 300 K, \(f_1\) is 98.0 percent. For \(U=-0.2\) eV, when lattice relaxation outweighs the repulsion, it is 2.0 percent, and the polarization per trap falls to 0.0016 percent. The film still holds one electron per trap on average, but most of the electrons are paired. These fractions assume that the traps exchange charge until they reach equilibrium. Charge stored in a memory is held out of equilibrium, so its charge states can stay far from these values.

## Coupling between neighbouring spins

Exchange can also pair electrons on different traps. Write the coupling as \(J\,\mathbf S_1\cdot\mathbf S_2\), where \(J>0\) favours the singlet. The singlet then lies \(J\) below the triplet. Relative to the middle triplet state, the four weights are \(e^x\), 1 and \(e^{-x}\) for the triplet and \(e^{J/kT}\) for the singlet. Both spins contribute \(+1\) in the lowest triplet state and \(-1\) in the highest; the other two states contribute nothing. The polarization per spin is

\[
P_J=\frac{e^x-e^{-x}}{e^x+1+e^{-x}+e^{J/kT}}
\approx\frac{x}{2}\,\frac{4}{3+e^{J/kT}}\qquad(x\ll1).
\]

The second factor is 1 for \(J=0\) and tends to zero when the singlet lies far below the triplet.

For traps placed at random with density \(n\), the chance of finding no neighbour within \(r\) is \(e^{-4\pi nr^3/3}\). The nearest-neighbour distance therefore has the probability density \(4\pi nr^2e^{-4\pi nr^3/3}\). With the model exchange \(J=J_0e^{-2r/a}\), \(J_0=1\) eV and \(a=0.3\) nm, averaging the loss \(1-4/(3+e^{J/kT})\) over this density, with each spin and its nearest neighbour treated as an isolated pair in a bulk solid, gives 0.36 percent of \(P\). A sample of 200,000 random trap positions gave 0.35 percent. The loss is small because few traps have a neighbour close enough. \(J\) exceeds \(kT\) only for \(r<(a/2)\ln(J_0/kT)\approx0.55\) nm and falls off quickly beyond, while the nearest neighbour lies on average 3.24 nm away in a bulk solid, and somewhat farther, about 3.6 nm, in a film only 6 nm thick. The mean spacing, taken here as \(n^{-1/3}\), is 5.85 nm.

The magnetic dipole coupling has the scale \(D=g^2\mu_B^2/r^3\), which at the mean spacing corresponds to \(D/h=0.26\) MHz. For a pair lying along the field, the coupling is \(D(\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z})\). It shifts the two outer triplet states by \(-D/2\), the middle one by \(+D\), and the singlet by zero. With \(d=D/kT\), to first order in \(x\) and \(d\),

\[
P_D\approx\frac{2x(1+d/2)}{2(1+d/2)+(1-d)+1}
=\frac{x}{2}\left(1+\frac{d}{2}\right).
\]

For this orientation, the relative change at the mean spacing is \(2.1\times10^{-8}\).

## The estimate beside a real memory

A nitride layer several nanometres thick, a cell some tens of nanometres wide and a trap density of order \(10^{18}\) to \(10^{19}\) cm⁻³ are rough typical values for charge-trap memory. The square centimetre of film represents a test sample, not a cell. The relaxation times, \(B_1\), \(U\), \(J_0\) and \(a\) are round model parameters, not measured properties of nitride. At 358 K, a plausible upper operating temperature, \(P\) is 0.0637 percent, about 16 percent below its value at 300 K. The assumption that each trapped electron is unpaired can also fail. In silicon nitride, a silicon atom bonded to three nitrogen atoms and having one dangling bond is paramagnetic when neutral. Capturing an electron pairs the spin, and capturing a hole removes it. For such a centre the resonance follows the neutral population, not the stored charge. In the model above, changing \(U\) from 0.2 to −0.2 eV at fixed average filling reduces the signal per trap by a factor of nearly 50, far more than the coupling or saturation corrections.

## What electrical detection can change

Some electrical measurements sense spin through a current that depends on whether two electrons form a singlet. The projector on the singlet is \((1-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/4\). For independent spins polarized along the same axis, \(\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=P_1P_2\), so the singlet fraction is

\[
F_S=\frac{1-P_1P_2}{4}.
\]

Let both spins start with polarization \(P\), and let resonance saturate one of them. The fraction rises from \((1-P^2)/4\) to \(1/4\), a relative change

\[
\frac{\Delta F_S}{F_S}=\frac{1}{1-P^2}-1=\frac{P^2}{1-P^2}=5.8\times10^{-7}.
\]

If the current is proportional to the singlet fraction, thermal polarization gives an even smaller relative contrast here than in conventional resonance. Any advantage of electrical detection must then come from elsewhere. For example, the current can select the few traps that matter, and the pair populations need not be thermal.

Suppose, for example, that pairs form with equal probability in all four spin states, and that parallel pairs are removed at rate \(k_p\) and antiparallel pairs at a faster rate \(k_a\). In a steady state each population is its formation rate divided by its removal rate, so parallel and antiparallel states are filled in the ratio \(k_a/k_p\). Flipping one spin transfers population between them. The population contrast is then governed by the removal rates and can be large even where \(h\nu/2kT\) is small. Such a contrast need not appear in a current. The total removal rate cannot show it, because in a steady state that rate equals the fixed formation rate, whatever the spins do. A current fed by only one way of removal, say recombination rather than separation, can change if the share of pairs taking that way differs between parallel and antiparallel pairs. Conventional resonance on a film in equilibrium has no such source of imbalance, and its population contrast at 9.5 GHz and 300 K remains 0.076 percent. The main numerical values are collected in the output below.

## Calculated quantities

```
frequency: 9.5 GHz
temperature: 300 K
free-electron g: 2.0023
resonance field: 3390 G = 0.3390 T
quantum h nu: 39.29 microeV
thermal energy kT: 25.85 meV
h nu/k: 0.4559 K
x = h nu/kT: 1.5198e-03
polarization P: 0.0760 percent
lower population: 50.0380 percent
upper population: 49.9620 percent
excess per million spins: 760
relative error of x/2: 1.92e-07
P at 358 K: 0.0637 percent
P at 77 K: 0.296 percent
P at 4.2 K: 5.42 percent
P at 94 GHz, 300 K: 0.752 percent
T for P = 10 percent: 2.27 K
unpaired-electron density: 5.0e+18 cm^-3
film thickness: 6 nm
film area: 1 cm^2
cell side: 30 nm
spins in film: 3.00e+12
excess spins in film: 2.28e+09
spins in cell: 27.0
mean excess in cell: 0.0205
spin noise in cell: 5.20
N where mean excess = noise: 1.73e+06
T1: 20 microseconds
T2: 0.1 microseconds
rotating field B1: 0.01 G
homogeneous half-width: 0.57 G
induced rate W: 1550 s^-1
saturation parameter s: 0.0620
driven polarization: 0.0716 percent
loss of P by saturation: 5.8 percent
gross absorbed power: 14.65 nW
net absorbed power: 20.9 pW
net/gross power: 0.143 percent
on-site energy magnitude: 0.2 eV
single fraction, U > 0: 98.0 percent
single fraction, U < 0: 2.0 percent
P per trap, U < 0: 0.00156 percent
thermal pair contrast: 5.77e-07
mean trap spacing: 5.85 nm
dipolar D/h at spacing: 0.260 MHz
relative dipolar change of P: 2.1e-08
exchange prefactor J0: 1.0 eV
exchange decay length a: 0.3 nm
mean exchange loss of P: 0.36 percent
same from random traps: 0.35 percent
```
